# When inductance matters on a resistive low-k interconnect

**Question.** A uniform on-chip line has characteristic impedance \(Z_0=\sqrt{L/C}=50\) ohm and series resistance \(R=5\) ohm/mm, where \(L\) and \(C\) are its inductance and capacitance per length. The resistance includes the return path. The insulator is homogeneous and non-magnetic, with relative permittivity \(k=2.5\). An ideal voltage source at \(x=0\) rises linearly from 0 to its final value in \(t_r=50\) ps, and the far end \(x=l\) is open. Unless a part says otherwise, \(R\), \(L\) and \(C\) do not depend on frequency.

Two criteria are used to decide whether inductance must be kept in a model of the line:

1. the wavefront's attenuation exponent over the length \(l\) is below one;
2. the source's edge is shorter than the round-trip time of a wave.

The algebra is in atomic units, in which \(c\approx137\). Apart from the field calculation in part (a), it uses circuit relations that have the same form in SI units, so mm, ps and ohm can be inserted directly.

## (a) Find the wave speed, \(L\) and \(C\).

**Answer.** Take two parallel conductors carrying opposite charges and opposite currents, with fields transverse to the line and currents on the conductor surfaces. Outside the metal the electric potential \(\phi\) is harmonic and constant on each conductor, with difference \(V\). Gauss's law gives the charge per length on one conductor,

\[
q=\frac{k}{4\pi}\oint E_n\,ds=CV .
\]

The magnetic field follows from a longitudinal vector potential \(A\). It is also harmonic outside the metal, and it is constant on each conductor because no magnetic field lines enter the surface. Its difference \(\Delta A\) is the flux per length, \(\Delta A=LI\). Two harmonic functions with proportional boundary differences are proportional, apart from an additive constant:

\[
A=\frac{\Delta A}{V}\,\phi+\text{constant}.
\]

In these units the permeability is \(4\pi/c^2\). Ampère's law therefore gives

\[
I=\frac{c^2}{4\pi}\oint\left|\frac{\partial A}{\partial n}\right|ds
=\frac{c^2}{4\pi}\frac{\Delta A}{V}\oint E_n\,ds
=\frac{c^2}{4\pi}\frac{\Delta A}{V}\frac{4\pi CV}{k}
=\frac{c^2C}{k}\,\Delta A .
\]

Since \(L=\Delta A/I\),

\[
LC=\frac{k}{c^2},\qquad v=\frac{1}{\sqrt{LC}}=\frac{c}{\sqrt{k}} .
\]

Part (b) will show that \(v\) is the speed of the wavefront. From \(Z_0=\sqrt{L/C}\) one has \(Z_0/v=L\) and \(Z_0v=1/C\). The numbers are

\[
v=\frac{0.2998}{\sqrt{2.5}}=0.1896\ \text{mm/ps},
\]
\[
L=\frac{50}{0.1896}\ \text{ohm ps/mm}=0.264\ \text{nH/mm},\qquad
C=\frac{1}{50\times0.1896}=0.105\ \text{pF/mm}.
\]

The permittivity and the impedance thus fix both \(L\) and \(C\); no wire dimensions are needed. This holds when the same conductors carry the return charge and the return current; part (g) gives a case where they do not.

## (b) Find how a voltage step is attenuated, and the length limit set by criterion 1.

**Answer.** The voltage drop along the line comes from inductance and resistance, and the current drop from charging the capacitance:

\[
V_x=-LI_t-RI,\qquad I_x=-CV_t ,
\]

where subscripts denote derivatives. Define \(f=V+Z_0I\) and \(g=V-Z_0I\). Solving the two equations for \(V_t\) and \(I_t\), and using \(1/C=vZ_0\) and \(Z_0/L=v\), gives

\[
V_t=-vZ_0I_x,\qquad Z_0I_t=-vV_x-\frac{R}{L}Z_0I .
\]

Add and subtract these equations, with \(Z_0I=(f-g)/2\):

\[
f_t+vf_x=-\frac{R}{2L}(f-g),\qquad
g_t-vg_x=+\frac{R}{2L}(f-g).
\]

So \(f\) travels forward and \(g\) backward, and resistance makes each relax towards the other.

Let the source jump from 0 to \(V_s\). Ahead of the front, \(f=g=0\). The backward wave enters the front from this undisturbed region and changes at a finite rate, so \(g=0\) immediately behind the front as well. There \(V=Z_0I=f/2\), and \(f\) starts at \(2V_s\). Moving with the front,

\[
\frac{df}{dt}=-\frac{R}{2L}f
\quad\Rightarrow\quad
f=2V_s\,e^{-Rt/2L}.
\]

With \(t=x/v\) and \(Lv=Z_0\), the voltage step at position \(x\) is

\[
V_{\rm front}=V_s\,e^{-Rx/2Z_0}.
\]

At the open end \(I=0\), hence \(g=f\) and \(V=f\): the arriving step is doubled to \(2V_s e^{-Rl/2Z_0}\). Criterion 1 requires

\[
\frac{Rl}{2Z_0}<1
\quad\Rightarrow\quad
l<l_{\max}=\frac{2Z_0}{R}=\frac{2\times50}{5}=20\ \text{mm}.
\]

At this limit the total resistance is \(2Z_0=100\) ohm. The first front still brings the open end to \(2/e=0.74\) of the source voltage, so the wave has weakened but not vanished.

## (c) Ignore resistance and find how the edge duration controls the overshoot. Hence find the length limit set by criterion 2.

**Answer.** Let \(T=l/v\) be the one-way flight time and set \(V_s=1\). First consider a step. At the ideal source \((f+g)/2=1\), so \(f=2-g\). At the open end \(g=f=V\). A wave leaving the open end returns there after \(2T\), having been reflected at the source, so the far-end voltage \(S(t)\) obeys

\[
S(t)=2-S(t-2T),\qquad t>T,
\]

with \(S=0\) before \(T\). It is therefore 2 from \(T\) to \(3T\), 0 from \(3T\) to \(5T\), and so on.

A linear ramp is a uniform superposition of small steps spread over \(t_r\). By linearity its response is the running average

\[
V(t)=\frac{1}{t_r}\int_{t-t_r}^{t}S(t')\,dt' .
\]

If \(t_r\le2T\), the whole averaging interval fits between \(T\) and \(3T\), and the peak is 2. If \(2T<t_r<4T\), the interval can contain at most a total time \(2T\) with \(S=2\), and it reaches this amount. The peak is then \(4T/t_r\).

For slower edges, write \(S=1+s\). After arrival, \(s\) alternates between \(+1\) and \(-1\), each lasting \(2T\), so its integral over any interval is at most \(2T\). Before arrival \(s=-1\), which can only reduce the average. Hence, for every edge duration,

\[
\text{overshoot}\le\min\left(1,\frac{2T}{t_r}\right).
\]

Criterion 2 marks the place where a lossless line first shows its full overshoot as the length increases:

\[
t_r<2T=\frac{2l}{v}
\quad\Rightarrow\quad
l>l_{\min}=\frac{vt_r}{2}
=\frac{0.1896\times50}{2}=4.74\ \text{mm}.
\]

Since \(2T/t_r=l/l_{\min}\), the bound falls in proportion to length below this limit. The overshoot itself is not monotonic: between \(l_{\min}/2\) and \(l_{\min}\) it equals \(4T/t_r-1=2l/l_{\min}-1\), it vanishes whenever \(t_r\) is a multiple of \(4T\) (first at \(l_{\min}/2=2.37\) mm), because \(s\) then averages to zero over the ramp, and it rises again between these lengths.

## (d) Combine the limits. When does no length satisfy both criteria?

**Answer.** The selected lengths are

\[
\frac{t_r c}{2\sqrt{k}}<l<\frac{2Z_0}{R},
\qquad
4.7\ \text{mm}<l<20\ \text{mm}.
\]

In angstrom the limits are \(4.7\times10^{7}\) and \(2.0\times10^{8}\). Their ratio is

\[
\frac{l_{\max}}{l_{\min}}
=\frac{2Z_0}{R}\,\frac{2}{vt_r}
=\frac{4L}{Rt_r}=4.2,
\]

where \(Z_0/v=L\) was used. A window exists only if

\[
t_r<\frac{4L}{R}=\frac{4\times0.2637\ \text{nH}}{5\ \text{ohm}}=211\ \text{ps}.
\]

For slower edges, a line long enough to meet criterion 2 is too strongly damped to meet criterion 1. Equivalently, at a fixed 50 ps edge and fixed \(L\), the window closes when \(R\) reaches \(4L/t_r=21\) ohm/mm.

The definition of rise time matters. If 50 ps were the time from 10 to 90 % of a linear edge, the full ramp would last \(50/0.8=62.5\) ps, and the lower limit would be 5.9 mm.

## (e) Find the length at which the slowest mode stops oscillating. Use it and the table to judge how sharp the limits are.

The table gives the response to the 50 ps ramp. Overshoot is relative to the final voltage. Delay runs from the source's 50 % crossing to the first 50 % crossing at the far end. The values with inductance come from a leapfrog finite-difference solution of the equations in part (b), with 400 cells along the line. Those without inductance have \(L=0\), with \(R\) and \(C\) unchanged.

| Length (mm) | Overshoot with \(L\) (%) | Delay with \(L\) (ps) | Delay without \(L\) (ps) |
|---:|---:|---:|---:|
| 1.00 | 12.7 | 3.1 | 0.3 |
| 4.74 | 61.7 | 15.7 | 5.9 |
| 10.00 | 38.4 | 47.9 | 23.6 |
| 20.00 | 12.3 | 112.2 | 81.1 |
| 40.00 | 0.0 | 323.8 | 319.9 |

**Answer.** Differentiate the first line equation with respect to \(x\) and insert the second:

\[
V_{xx}=-LI_{xt}-RI_x=LCV_{tt}+RCV_t .
\]

After the source has settled, the deviation from the final voltage vanishes at \(x=0\). At the open end \(I=0\) at all times, so \(V_x=0\). The modes are therefore \(\sin(\kappa_nx)e^{st}\), with \(\kappa_n=(n+\tfrac12)\pi/l\) and \(n=0,1,2,\ldots\) Substitution and division by \(LC\) give

\[
s^2+\frac{R}{L}s+\kappa_n^2v^2=0,
\qquad
s=-\frac{R}{2L}\pm\sqrt{\left(\frac{R}{2L}\right)^2-\kappa_n^2v^2}.
\]

All oscillating modes decay at the same rate \(R/2L\). The mode \(n=0\) has the lowest frequency and becomes the slowest to decay once it stops oscillating. It oscillates if

\[
\frac{\pi v}{2l}>\frac{R}{2L}
\quad\Rightarrow\quad
l<\frac{\pi Lv}{R}=\frac{\pi Z_0}{R}=31.4\ \text{mm}.
\]

This is \(\pi/2\) times \(l_{\max}\); mode \(n\) oscillates up to \((2n+1)\) times this length. The 20 mm limit is thus a chosen level of attenuation, not the end of oscillation.

The comparison without inductance uses \(V_{xx}=RCV_t\). For a unit step, the initial deviation \(-1\) is expanded in the same sine functions. The expansion coefficients of 1 are

\[
\frac{2}{l}\int_0^l\sin(\kappa_nx)\,dx=\frac{2}{\kappa_nl}=\frac{4}{(2n+1)\pi},
\]

and \(\sin(\kappa_nl)=(-1)^n\). The far-end voltage is therefore

\[
V(l,t)=1-\sum_{n=0}^{\infty}\frac{4(-1)^n}{(2n+1)\pi}
\exp\left(-\frac{\kappa_n^2t}{RC}\right).
\]

The sum was cut after 200 terms and averaged over the ramp to obtain the last column.

Neither limit is sharp. At 1 mm the overshoot is 12.7 %, below the lossless bound \(1/4.74=21\,\%\) but not zero. This value depends on the length chosen, because below \(l_{\min}\) the overshoot rises and falls with length as in part (c): it is 4 to 5 % near 1.19 mm, 25 % at 1.58 mm and 8 % at 2.37 mm. At 4.74 mm a lossless line would overshoot by 100 %; resistance reduces this to 62 %. At 20 mm the overshoot is down to 12.3 %, yet neglecting \(L\) still makes the delay 28 % too short relative to the full solution. At 40 mm that error is 1.2 %.

The lower criterion does not guarantee a small relative delay error: at 1 mm the two delays differ by a factor of about ten. Their difference is 2.8 ps, however, or 6 % of the edge duration. Like the overshoot, it swings with length below \(l_{\min}\): it is \(+4\) ps at 1.1 mm, \(-5\) ps at 1.3 mm, where ringing makes the far end cross 50 % before the source does, and \(+10\) ps at \(l_{\min}\). The criterion compares wave travel with the edge, not with the small delay of the resistive line.

The 47.9 ps delay at 10 mm is shorter than the flight time, \(10/0.1896=52.7\) ps. This does not imply faster propagation. The source crosses 50 % at 25 ps, so the far end crosses it at 72.9 ps, well after the first signal arrives. Doubling at the open end lets it reach 50 % before the midpoint of the incoming ramp arrives.

## (f) Replace the ideal source by a driver with series resistance \(Z_0\). Can the far end overshoot?

**Answer.** Let the driver's internal voltage be \(u(t)\), rising from 0 to 1. At the input,

\[
V=u-Z_0I\quad\Rightarrow\quad f=V+Z_0I=u\le1 .
\]

The equations in part (b) make \(f\), followed along its path, a weighted average of its starting value and the values of \(g\) it meets. The weights are positive and add to one. The same holds for \(g\) with the roles exchanged.

Suppose the largest value \(M\) of either wave up to some time exceeded 1. Each forward wave starts from the input, where \(f\le1\), or from the initially uncharged line, where \(f=0\). Its starting value keeps a weight of at least \(e^{-Rl/2Z_0}\), so \(f\) stays below \(M\) by a finite amount. A backward wave starts either from zero or from \(g=f\) at the open end, so it too stays below \(M\). This contradicts the definition of \(M\). Hence neither wave exceeds 1, and since \(V=f\) at the open end, there is no overshoot.

The two criteria therefore do not predict ringing for every driver. Inductance can still matter for timing: without line resistance, the matched driver's ramp reaches the far end unchanged after \(T\), which is 52.7 ps for 10 mm.

## (g) Compare the model with a real copper interconnect and estimate the main corrections.

**Answer.** The parameters suit a wide, thick upper-level copper wire. With a rough resistivity of 2.0 microohm cm, and all resistance assigned to the signal wire, the cross-section is \(\rho/R=4\ \mu\text{m}^2\). Narrow local wires have far larger resistance per length, and above 21 ohm/mm this window is closed. A value \(k=2.5\) is representative of porous low-k films, whereas dense silicon dioxide has a value near 4, and the thickest upper levels are commonly built in such denser dielectrics. For \(k=4\), with \(Z_0\) held at 50 ohm, the lower limit becomes 3.7 mm. The upper limit is comparable with the side of a large chip. The largest departure in waveform is the driver: with constant \(R\) and \(L\), matching it removes the overshoot altogether; with the frequency-dependent wire impedance given below, about 0.5 % remains at 2 mm. Among the material corrections below, heating moves the upper limit most.

- **Heating.** With a rough temperature coefficient of 0.004 per K, heating by 80 K multiplies \(R\) by 1.32. If 5 ohm/mm is the cold value, \(l_{\max}\) falls to 15 mm.
- **Current inside the metal.** Take \(\omega=2\pi\nu\) and, as a rough frequency for the edge, \(\nu=0.35/t_r=7\) GHz. (With the 10 to 90 % time of this ramp, 40 ps, in place of \(t_r\), the same formula would give about 9 GHz.) The skin depth is \(\delta=\sqrt{\rho/(\pi\nu\mu_0)}=0.85\ \mu\text{m}\). A round wire of equal area has radius \(a=1.13\ \mu\text{m}\) and internal impedance per length
\[
Z_i=\frac{p\rho}{2\pi a}\frac{J_0(pa)}{J_1(pa)},\qquad p=\frac{1-i}{\delta},
\]
for time dependence \(e^{i\omega t}\), where \(J_0\) and \(J_1\) are Bessel functions. Its real part is 6 % above the direct-current resistance, which alone lowers \(l_{\max}\) to 18.8 mm. Its imaginary part divided by \(\omega\) adds 18 % to \(L\). With \(C\) and \(R\) held fixed, this alone changes the limits to 4.4 and 21.8 mm. These figures are for an isolated round wire. An ideal ground plane close enough to give 50 ohm (wire axis two radii above it) crowds the current and raises them to about 10 % and 23 %, with separate upper limits of 18.2 and 22.2 mm; a 4 by 1 \(\mu\)m strip 2 \(\mu\)m above such a plane gives about 7 % and 17 %. The two effects act together. With an ideal return and at 7 to 9 GHz they nearly cancel, leaving \(l_{\max}\) near 20 mm. The cancellation fails at higher frequency (17 mm at 15 GHz for the round wire). It is also weaker with a resistive return: a copper plane 40 by 1 \(\mu\)m under the strip gives a loop resistance of 5.5 ohm/mm at direct current and 6.6 ohm/mm at 7 GHz, and \(l_{\max}\) moves from 18 to 17 mm.
- **Dielectric loss.** Replacing \(C\) by \(C(1-i\tan\theta)\) adds, to first order and for \(R\ll\omega L\), an attenuation exponent \(\pi\nu l\tan\theta/v\). For a rough loss tangent of 0.01 it is 0.023 at 20 mm (0.024 when \(R/\omega L=0.43\) is kept), small beside the resistive exponent of 1.
- **Receiver.** A 50 fF load is 10 % of the line capacitance at 4.74 mm, so the open end is only approximate there.
- **Breakdown.** One volt across a 1 \(\mu\)m gap gives 0.01 MV/cm, far below breakdown fields of roughly a few MV/cm.

The relation \(LC=k/c^2\) also needs care on a chip. Wires crossing in the layer below end the electric field but carry no return current, which flows in more distant parallel wires. Take that layer as a grounded plane 2 \(\mu\)m below the strip, and two coplanar return wires of the same size at gaps of 3 to 30 \(\mu\)m. Then \(LC\) is 1.5 to 3.4 times \(k/c^2\), the impedance is 57 to 91 ohm, and the lower limit falls to between 3.8 and 2.6 mm.

The calculated window is thus a guide to which lines may need a wave model when the driver resistance is small compared with \(Z_0\). The driver matters at every length: at 10 mm, neglecting \(L\) makes the delay 51 % too short for the ideal source and 9 % too short for a 50 ohm driver, while for a 200 ohm driver the two delays agree within 1 %. The driver and the return path, and near either limit also the load and the operating temperature, should be included before deciding whether inductance can be neglected.
